# Exact exchange in PAW: pair densities, compensation charges and one-centre terms, part 1

(Sections cited here and not found follow in the second part.)

In the projector augmented-wave (PAW) method an orbital is a smooth function plus corrections inside spheres around the nuclei. The exchange energy contains Coulomb integrals between products of two orbitals, and the Coulomb interaction is long-ranged, so a correction in one sphere could interact with charge everywhere else. This problem asks how the energy can nevertheless be organized into one smooth calculation and separate atomic calculations, and what has to hold for that.

The system is isolated and closed-shell, with a finite number of doubly occupied valence orbitals $\psi_n(\mathbf r)$, which are orthonormal. Exchange involving core orbitals is not treated. Hartree atomic units are used. Densities are number densities, so the electron's negative charge does not appear; a Coulomb energy is quadratic in the density and is unaffected by this choice.

## First half: pair densities and their multipoles

### (a) Exchange as the self-interaction of pair densities

**Question.** The exchange energy of a determinant of spin orbitals $\chi_p(\mathbf r,\sigma)$ is

$$E_x=-\frac12\sum_{pq}\sum_{\sigma\sigma'}\iint \frac{\chi_p^*(\mathbf r,\sigma)\chi_q(\mathbf r,\sigma)\,\chi_q^*(\mathbf r',\sigma')\chi_p(\mathbf r',\sigma')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Write it with the pair densities $\rho_{nm}=\psi_n^*\psi_m$ of the spatial orbitals, and find its sign.

**Solution.** Each spin orbital is a spatial orbital times a spin function. The sum over $\sigma$ in $\chi_p^*\chi_q$ vanishes unless $p$ and $q$ have the same spin. For each pair of spatial orbitals $n,m$ there are two such cases, both up and both down. The factor 2 cancels the factor $\frac12$:

$$E_x=-\sum_{nm}\iint\frac{\rho_{nm}(\mathbf r)\,\rho_{nm}^*(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

because $\psi_m^*\psi_n=\rho_{nm}^*$. Define the Coulomb form

$$(f|g)=\iint\frac{f^*(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

Exchanging the names $\mathbf r$ and $\mathbf r'$ in the energy gives

$$E_x=-\sum_{nm}(\rho_{nm}|\rho_{nm}). \tag{1}$$

The same exchange of names shows that $(f|g)^*=(g|f)$, so $(f|f)$ is real. It is also non-negative. The Fourier transform of $1/r$ is $4\pi/G^2$, and therefore

$$(f|f)=\int\frac{d^3G}{(2\pi)^3}\,\frac{4\pi}{G^2}\,|f(\mathbf G)|^2\ge 0 .$$

Hence $E_x\le0$. The sum runs over all ordered pairs. The terms $n=m$ remove the interaction of each electron with itself that is contained in the Hartree energy. For $n\ne m$ the pair density integrates to zero by orthogonality, but it still has a Coulomb energy, as any charge distribution with positive and negative regions does.

Equation (1) is quadratic in each pair density. The task is now to find the pair density in PAW form and then to treat one quadratic expression.

### (b) The pair density in PAW form

**Question.** Around each nucleus $a$ there is a sphere, and different spheres do not overlap. The PAW transformation is

$$\psi_n=\tilde\psi_n+\sum_a\sum_i(\phi_i^a-\tilde\phi_i^a)P_{ni}^a,\qquad P_{ni}^a=\langle\tilde p_i^a|\tilde\psi_n\rangle . \tag{2}$$

Here $\phi_i^a$ are all-electron partial waves, $\tilde\phi_i^a$ are smooth ones equal to them outside the sphere, and $\tilde p_i^a$ are projectors confined to the sphere with $\langle\tilde p_i^a|\tilde\phi_j^a\rangle=\delta_{ij}$. Find $\rho_{nm}$ without approximation, and state when it becomes a smooth part plus one-centre parts.

**Solution.** Define the one-centre expansions

$$\psi_n^a=\sum_i\phi_i^aP_{ni}^a,\qquad \tilde\psi_n^a=\sum_i\tilde\phi_i^aP_{ni}^a,\qquad \Delta_n^a=\psi_n^a-\tilde\psi_n^a .$$

Outside all spheres $\Delta_n^a=0$, so $\psi_n=\tilde\psi_n$ and $\rho_{nm}=\tilde\rho_{nm}$, with $\tilde\rho_{nm}=\tilde\psi_n^*\tilde\psi_m$. Inside sphere $a$ the corrections of other atoms vanish and $\psi_n=\tilde\psi_n+\Delta_n^a$. The product is

$$\rho_{nm}=\tilde\rho_{nm}+\tilde\psi_n^*\Delta_m^a+\Delta_n^{a*}\tilde\psi_m+\Delta_n^{a*}\Delta_m^a . \tag{3}$$

Now define one-centre pair densities, set to zero outside the sphere:

$$\rho_{nm}^a=\psi_n^{a*}\psi_m^a,\qquad \tilde\rho_{nm}^a=\tilde\psi_n^{a*}\tilde\psi_m^a .$$

Inserting $\psi_n^a=\tilde\psi_n^a+\Delta_n^a$ in the first of them gives

$$\rho_{nm}^a-\tilde\rho_{nm}^a=\tilde\psi_n^{a*}\Delta_m^a+\Delta_n^{a*}\tilde\psi_m^a+\Delta_n^{a*}\Delta_m^a .$$

Subtracting this from (3) removes the last product. With the residual $\xi_n^a=\tilde\psi_n-\tilde\psi_n^a$ inside the sphere,

$$\rho_{nm}=\tilde\rho_{nm}+\sum_a(\rho_{nm}^a-\tilde\rho_{nm}^a)+\sum_a\left(\xi_n^{a*}\Delta_m^a+\Delta_n^{a*}\xi_m^a\right). \tag{4}$$

This is an identity for the orbitals (2). The last sum contains products of a function known from the smooth orbital with a function known from the atomic expansion, so it is neither a smooth term nor a one-centre term. It vanishes if the smooth partial waves expand the smooth orbitals completely inside each sphere,

$$\tilde\psi_n=\tilde\psi_n^a\quad\text{inside sphere }a. \tag{5}$$

Under this condition

$$\rho_{nm}=\tilde\rho_{nm}+\sum_a(\rho_{nm}^a-\tilde\rho_{nm}^a). \tag{6}$$

With a finite set of partial waves, (5) generally holds approximately. The neglected terms are of first order in the residual $\xi$. They are suppressed where $\Delta$ is small, so a residual near the sphere boundary does less harm to (6) than an equal one near the nucleus, if $\Delta$ is concentrated there.

### (c) What prevents a direct separation

**Question.** Write $B^a=\rho^a-\tilde\rho^a$ for one pair $nm$ and insert (6) in (1). Which terms are neither smooth nor one-centre?

**Solution.** For one pair, with the indices $nm$ suppressed, bilinearity gives

$$(\rho|\rho)=(\tilde\rho|\tilde\rho)+\sum_a2\,\mathrm{Re}(\tilde\rho|B^a)+\sum_a(B^a|B^a)+\sum_{a\ne b}(B^a|B^b). \tag{7}$$

The factor $2\,\mathrm{Re}$ arises because $(\tilde\rho|B^a)$ and $(B^a|\tilde\rho)$ are complex conjugates. The first term is smooth, and $(B^a|B^a)$ belongs to one atom. The other two are the difficulty. The density $B^a$ has sharp features inside the sphere and, in general, a net charge, a dipole and higher moments. Its potential therefore extends beyond the sphere. It acts on the smooth density throughout the molecule and on every other $B^b$.

The far field of a localized charge depends on its multipole moments and not on its detailed shape. This suggests giving the same moments to a smooth charge in the same sphere, and letting that smooth charge carry the long-range interaction.

### (d) Compensation charges for a pair density

**Question.** Construct a smooth density $Z^a$ such that $D^a=\rho^a-\tilde\rho^a-Z^a$ has no multipole moments. How many moments are needed if the partial waves have angular momenta up to $l_{\max}$?

**Solution.** Let $r$ be the distance from nucleus $a$ and $Y_L$ real spherical harmonics with $L=(l,m_l)$, normalized to one on the unit sphere. The moments to be matched are

$$Q_L^a=\int r^l\,Y_L(\hat{\mathbf r})\left[\rho^a(\mathbf r)-\tilde\rho^a(\mathbf r)\right]d^3r . \tag{8}$$

They are complex in general and depend on the pair $nm$. Choose shapes $g_L(\mathbf r)=g_l(r)Y_L(\hat{\mathbf r})$, confined to the sphere, with

$$\int_0^\infty r^{l+2}g_l(r)\,dr=1 . \tag{9}$$

By orthonormality of the harmonics, $\int r^{l'}Y_{L'}\,g_L\,d^3r=\delta_{LL'}$. The density

$$Z^a=\sum_LQ_L^a\,g_L \tag{10}$$

therefore has the moments $Q_L^a$, and those of $D^a$ vanish for every $L$ in the sum.

The sum can be finite. Each partial wave is a radial function times one harmonic with $l\le l_{\max}$. A product of two harmonics with $l_1$ and $l_2$ contains, by the addition rule of angular momenta, harmonics with $|l_1-l_2|\le l\le l_1+l_2$. Thus $\rho^a-\tilde\rho^a$ has no component with $l>2l_{\max}$, and its moments there are zero without compensation. All multipoles of $D^a$ vanish when (10) includes every $L$ with $l\le2l_{\max}$. For $s$ and $p$ waves this means $l=0,1,2$, or nine functions.

A convenient radial shape is a Gaussian,

$$g_l(r)=N_l\,r^l e^{-\gamma r^2}.$$

To find $N_l$, substitute $t=\gamma r^2$, so that $r=(t/\gamma)^{1/2}$ and $dr=\frac12\gamma^{-1/2}t^{-1/2}dt$:

$$\int_0^\infty r^{2l+2}e^{-\gamma r^2}dr=\frac{1}{2\gamma^{l+3/2}}\int_0^\infty t^{l+1/2}e^{-t}dt=\frac{\Gamma(l+\frac32)}{2\gamma^{l+3/2}} .$$

Condition (9) then gives $N_l=2\gamma^{l+3/2}/\Gamma(l+\frac32)$. A Gaussian is not strictly confined, so $\gamma$ must be large enough for its value beyond the sphere to be negligible. A larger $\gamma$ also makes $Z^a$ sharper and requires more plane waves.

The monopole has a direct meaning. Since $Y_{00}=1/\sqrt{4\pi}$, the charge missing from the smooth one-centre pair density is $q^a=\int(\rho^a-\tilde\rho^a)\,d^3r=\sqrt{4\pi}\,Q_{00}^a$. For $n\ne m$ it can be non-zero on each atom although the integral of the whole pair density is zero.

### (e) The field of the remainder

**Question.** Show that the potential of $D^a$ vanishes everywhere outside its sphere. What does this imply for the integral of $\tilde\rho_{nm}+\sum_aZ_{nm}^a$?

**Solution.** The expansion of the Coulomb kernel is needed. With $r_<$ and $r_>$ the smaller and larger of $r,r'$, write

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_LA_l\,\frac{r_<^l}{r_>^{l+1}}\,Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}') .$$

The powers follow because the kernel solves Laplace's equation for $r\ne r'$, is finite at $r=0$ and vanishes at infinity. The coefficient follows from the point source, $\nabla^2|\mathbf r-\mathbf r'|^{-1}=-4\pi\delta(\mathbf r-\mathbf r')$. In each angular component the source is $-4\pi\delta(r-r')/r'^2$, so the radial derivative must jump by $-4\pi/r'^2$ at $r=r'$. The derivative just outside is $-(l+1)A_l/r'^2$ and just inside it is $lA_l/r'^2$. The jump is $-(2l+1)A_l/r'^2$, whence

$$A_l=\frac{4\pi}{2l+1} .$$

For a point outside the sphere every source point has $r'<r$, and

$$v_{D^a}(\mathbf r)=\int\frac{D^a(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'=\sum_L\frac{4\pi}{2l+1}\frac{Y_L(\hat{\mathbf r})}{r^{l+1}}\int r'^l\,Y_L(\hat{\mathbf r}')D^a(\mathbf r')\,d^3r'=0. \tag{11}$$

The last integral is a multipole moment of $D^a$, and all of them vanish. The potential is zero right up to the sphere surface, not merely small at large distance. Inside the sphere it is generally non-zero, because there the source points on both sides of $r$ contribute.

For the integral, (6) and the definition of $D^a$ give $\tilde\rho_{nm}+\sum_aZ_{nm}^a=\rho_{nm}-\sum_aD_{nm}^a$. The remainder has no monopole, and the orbitals are orthonormal, so

$$\int\Big(\tilde\rho_{nm}+\sum_aZ_{nm}^a\Big)d^3r=\delta_{nm}. \tag{12}$$

A numerical case shows the size of the effect. In the two-atom model specified in part (i), take the pair $n=m=1$ and atom 1, whose sphere has radius 1.7 bohr. The compensation charge is 0.1108 electrons. At a chosen point 2 bohr from the nucleus, direct three-dimensional integration gives a potential of 0.05732 hartree per unit charge for the uncompensated difference $\rho^a-\tilde\rho^a$. Its monopole alone would give $0.1108/2=0.0554$; the rest comes from $l=1$ and $l=2$. For the remainder $D^a$ the same integration gives $1\times10^{-8}$.

## Second half: separation, evaluation and limits

The symbols carried over are these. The exchange energy is $E_x=-\sum_{nm}(\rho_{nm}|\rho_{nm})$, where $(f|g)$ is the Coulomb integral of $f^*$ and $g$. For each pair, $\tilde\rho$ is the smooth pair density, $\rho^a$ and $\tilde\rho^a$ are the all-electron and smooth one-centre pair densities inside sphere $a$, and $Z^a$ is the compensation charge. The smooth partial waves are taken as complete inside the spheres, so $\rho=\tilde\rho+\sum_a(\rho^a-\tilde\rho^a)$. The remainder $D^a=\rho^a-\tilde\rho^a-Z^a$ has no multipoles, and its potential $v_{D^a}$ vanishes outside sphere $a$.

### (f) Separation of the energy

**Question.** Use these properties to write $E_x$ as a smooth term and a sum of one-centre terms.

**Solution.** Define the compensated densities

$$S=\tilde\rho+\sum_aZ^a,\qquad S^a=\tilde\rho^a+Z^a .$$

The first extends over all space; the second is confined to sphere $a$. Adding and subtracting the compensation charges gives $\rho=S+\sum_aD^a$, and

$$(\rho|\rho)=(S|S)+\sum_a2\,\mathrm{Re}(S|D^a)+\sum_a(D^a|D^a)+\sum_{a\ne b}(D^a|D^b). \tag{13}$$

The terms with two different atoms vanish. In $(D^a|D^b)=\int D^{a*}v_{D^b}\,d^3r$ the density $D^a$ is non-zero inside sphere $a$, which lies outside sphere $b$, where $v_{D^b}=0$.

The mixed term reduces to one sphere for the same reason:

$$(S|D^a)=\int S^*v_{D^a}\,d^3r=\int_{\text{sphere }a}S^*v_{D^a}\,d^3r .$$

Inside sphere $a$, completeness gives $\tilde\rho=\tilde\rho^a$, and no other compensation charge reaches there. Hence $S=S^a$ in this integral and $(S|D^a)=(S^a|D^a)$. Completeness is thus used a second time: first for the pair density itself, and here to replace the global smooth density by the atomic one.

What remains for atom $a$ is $2\,\mathrm{Re}(S^a|D^a)+(D^a|D^a)$. Since $\rho^a=S^a+D^a$,

$$(\rho^a|\rho^a)=(S^a|S^a)+2\,\mathrm{Re}(S^a|D^a)+(D^a|D^a),$$

and the atomic contribution equals $(\rho^a|\rho^a)-(S^a|S^a)$. Summing over pairs with the minus sign of the exchange energy,

$$E_x=-\sum_{nm}(S_{nm}|S_{nm})-\sum_a\sum_{nm}\left[(\rho_{nm}^a|\rho_{nm}^a)-(S_{nm}^a|S_{nm}^a)\right]. \tag{14}$$

The first term treats every pair density as smooth, with the right moments in each sphere. The bracket removes the Coulomb energy which that smooth density has within the sphere and inserts the all-electron one. No integral connects sharp densities on two atoms.

For complete smooth partial waves, non-overlapping spheres and fully compensated multipoles, the exchange energy separates into one smooth term and independent one-centre terms, equation (14). It remains to put these terms in computable form, to test them on a model, and to see what happens when the conditions fail.
